# Electronic friction tensor from Fermi-surface transitions, with slow-ion stopping

## Result and conventions

Let independent electrons move in a one-electron Hamiltonian $H(R)$ that depends on nuclear coordinates $R_a$, and let $g_a=\partial H/\partial R_a$. Slow nuclei with velocities $v_a$ feel the dissipative force $F_a=-\sum_b\Lambda_{ab}v_b$, with

$$
\Lambda_{ab}=\pi\hbar s\sum_{nm}\langle n|g_a|m\rangle\langle m|g_b|n\rangle\,\delta(E_F-\varepsilon_n)\,\delta(E_F-\varepsilon_m). \tag{1}
$$

Here $|n\rangle$ and $\varepsilon_n$ are the orbitals and energies of $H$ at the current geometry and $E_F$ is the Fermi energy. The factor $s$ is 2 for spin-degenerate orbitals with spin-independent couplings, and 1 for a single spin channel. The energy passed to the electrons is

$$
W=\int dt\sum_{ab}v_a\Lambda_{ab}v_b . \tag{2}
$$

Four assumptions enter.

- The spectrum is continuous around $E_F$; the system is made infinite before the motion is made slow.
- The couplings $g_a$ are short-ranged.
- The nuclei make a small excursion $u_a(t)$ from the reference geometry and return to it.
- The electron potential is a prescribed function of $R$. Any further change of a self-consistent potential caused by the moving electrons is left out.

Rydberg atomic units are used for numbers: $\hbar=1$, $m_e=1/2$, $e^2=2$. A free electron has energy $k^2$ and speed $2k$. Velocity is in $a_0\,\mathrm{Ry}/\hbar$ and friction in $\hbar/a_0^2$.

## Transition amplitudes

To first order in the displacement, $H(t)=H+\sum_a u_a(t)g_a$. An electron that starts in $|n\rangle$ has, after the motion, the amplitude in $|m\rangle\neq|n\rangle$

$$
c_{mn}=-\frac{i}{\hbar}\sum_a\langle m|g_a|n\rangle\,\tilde u_a(\omega_{mn}),\qquad
\tilde u_a(\omega)=\int dt\,u_a(t)e^{i\omega t},
$$

where $\hbar\omega_{mn}=\varepsilon_m-\varepsilon_n$. Because $u_a$ vanishes at both ends, integration by parts gives $\tilde v_a=-i\omega\tilde u_a$, that is, $\tilde u_a=i\tilde v_a/\omega$. Hence

$$
c_{mn}=\frac{1}{\hbar\omega_{mn}}\sum_a\langle m|g_a|n\rangle\,\tilde v_a(\omega_{mn}). \tag{3}
$$

The energy gained by this electron is $\sum_m\varepsilon_m|c_{mn}|^2-\varepsilon_n$, including $m=n$ in the sum. Since $\sum_m|c_{mn}|^2=1$, it equals $\sum_m(\varepsilon_m-\varepsilon_n)|c_{mn}|^2$, in which the term $m=n$ is zero. First-order amplitudes therefore suffice for the energy to second order. The term of $H$ quadratic in $u$ changes $c_{mn}$ at second order and $W$ at third order.

With occupations $f_n$, the total is $W=s\sum_{nm}f_n(\varepsilon_m-\varepsilon_n)|c_{mn}|^2$. Hermiticity of $g_a$ and reality of $u_a$ give $|c_{mn}|^2=|c_{nm}|^2$ at this order. Averaging the sum with its copy in which $n$ and $m$ are exchanged yields

$$
W=\frac{s}{2}\sum_{nm}(f_n-f_m)(\varepsilon_m-\varepsilon_n)|c_{mn}|^2 . \tag{4}
$$

Transitions between two filled orbitals cancel, as the Pauli principle requires.

## The slow limit

Collect the couplings into

$$
G_{ab}(\varepsilon,\varepsilon')=\sum_{nm}\langle n|g_a|m\rangle\langle m|g_b|n\rangle\,\delta(\varepsilon-\varepsilon_n)\delta(\varepsilon'-\varepsilon_m).
$$

The two orderings of each pair in (4) contribute equally, so the factor $1/2$ disappears when only $\varepsilon_m>\varepsilon_n$ is kept. Inserting (3), with $\langle m|g_a|n\rangle^*=\langle n|g_a|m\rangle$, gives

$$
W=s\hbar\sum_{ab}\int_0^\infty d\omega\,\tilde v_a^*(\omega)\tilde v_b(\omega)K_{ab}(\omega),
$$

$$
K_{ab}(\omega)=\frac{1}{\hbar\omega}\int d\varepsilon\,[f(\varepsilon)-f(\varepsilon+\hbar\omega)]\,G_{ab}(\varepsilon,\varepsilon+\hbar\omega). \tag{5}
$$

The prefactor $1/(\hbar\omega)$ is the absorbed energy $\hbar\omega$ times the $(\hbar\omega)^{-2}$ from the squared amplitude. At zero temperature the bracket is one for $E_F-\hbar\omega<\varepsilon<E_F$ and zero elsewhere. This window has width $\hbar\omega$, so $K_{ab}\to G_{ab}(E_F,E_F)$ as $\omega\to0$. The number of available transitions shrinks at the rate that compensates the growing weight of each.

For real velocities, Parseval's theorem reads $\int_{-\infty}^{\infty}d\omega\,\tilde v_a^*\tilde v_b=2\pi\int dt\,v_av_b$. The negative frequencies contribute the complex conjugate of the positive ones, so

$$
\int_0^\infty d\omega\,\mathrm{Re}(\tilde v_a^*\tilde v_b)=\pi\int dt\,v_av_b .
$$

The next section shows that $G_{ab}(E_F,E_F)$ is real and symmetric. Only the real part then survives the sum over $a,b$, and (2) follows with $\Lambda_{ab}=\pi\hbar s\,G_{ab}(E_F,E_F)$, which is (1).

The first correction follows from expanding $G_{ab}$ in the window. The initial energy averages to $E_F-\hbar\omega/2$ and the final energy to $E_F+\hbar\omega/2$, so the linear term is $\tfrac12\hbar\omega(\partial_{\varepsilon'}-\partial_\varepsilon)G_{ab}$. If the orbitals can be chosen real and the couplings $g_a$ are real as well, $G_{ab}(\varepsilon,\varepsilon')=G_{ab}(\varepsilon',\varepsilon)$, this term vanishes, and the correction starts at $\omega^2$. If the orbitals or one of the couplings is complex, a term linear in $\omega$, antisymmetric in $a,b$, can remain.

## Properties needed in an implementation

**Trace form and symmetry.** Equation (1) is equivalent to

$$
\Lambda_{ab}=\pi\hbar s\,\mathrm{Tr}[g_aA\,g_bA],\qquad A=\delta(E_F-H). \tag{6}
$$

Cyclic permutation gives $\mathrm{Tr}[g_aAg_bA]=\mathrm{Tr}[g_bAg_aA]$, so the tensor is symmetric. Its complex conjugate is the trace of the Hermitian conjugate, $\mathrm{Tr}[Ag_bAg_a]$, which is the same number, so the tensor is real. Neither step uses time-reversal symmetry. For real $x_a$,

$$
\sum_{ab}x_a\Lambda_{ab}x_b=\pi\hbar s\sum_{nm}\Big|\langle n|\sum_ax_ag_a|m\rangle\Big|^2\delta(E_F-\varepsilon_n)\delta(E_F-\varepsilon_m)\ge0,
$$

so the force never feeds energy into the nuclei.

**What the energy determines.** A force $-\sum_b\gamma_{ab}v_b$ removes power $\sum_{ab}v_a\gamma_{ab}v_b$, to which an antisymmetric part of $\gamma$ does not contribute. The derivation fixes the symmetric part alone. Conservative forces and velocity-dependent forces that do no work must be obtained separately.

**Finite temperature.** The bracket in (5) equals $\int_0^{\hbar\omega}dx\,[-f'(\varepsilon+x)]$. If $G_{ab}$ changes little when its energies shift by $\hbar\omega$, the shift $x$ can be neglected after integration over $\varepsilon$, whether or not $\hbar\omega$ is small compared with $k_BT$. With the terms $n=m$ left out of $G_{ab}$, since they carry no weight in (4), the slow limit is then

$$
\Lambda_{ab}(T)=\pi\hbar s\int d\varepsilon\,\Big(-\frac{df}{d\varepsilon}\Big)G_{ab}(\varepsilon,\varepsilon). \tag{7}
$$

**Gapped systems.** If $E_F$ lies in a gap $E_g$ at zero temperature, (1) has no terms. First-order absorption then needs Fourier components of the motion with $\hbar\omega\ge E_g$. For a Gaussian pulse $e^{-t^2/2\tau^2}$, each transition carries the factor $|\tilde u|^2\propto e^{-\omega^2\tau^2}$, which falls faster than any power of $1/\tau$.

**Broadened delta functions.** In a finite box of length $L$, both delta functions must be given a width $\gamma$ that exceeds the level spacing but is small on the scale over which the couplings vary. For a local perturbation in one dimension, $\langle n|g|n\rangle\sim1/L$. About $L\gamma$ states lie within the width, and each diagonal term has weight $\gamma^{-2}$. Together the diagonal terms contribute of order $L\gamma\cdot L^{-2}\gamma^{-2}=1/(L\gamma)$, which vanishes when $L\to\infty$ is taken first. They produce no transitions and may be dropped. This estimate holds for extended states only. A bound state has $\langle n|g|n\rangle$ independent of $L$, and at finite temperature its broadened diagonal term in (7) grows as $1/\gamma$, so it must be dropped explicitly. The estimate also fails for a displacement repeated in every cell of a crystal, which is not short-ranged.

**Long trajectories.** Using $\Lambda_{ab}(R(t))$ along an extended path requires the electronic response at one geometry to decay before the surroundings change appreciably. This is an added condition, since the derivation concerns small excursions.

## A two-coordinate example

Take an infinite chain with hopping element $-1$ Ry and an impurity level $\varepsilon_d=-0.5$ Ry on site 0. Coordinate 1 shifts that level with slope $p=0.8$ Ry/$a_0$; coordinate 2 changes the matrix element between sites 0 and 1 with slope $h=0.5$ Ry/$a_0$:

$$
g_1=p|0\rangle\langle0|,\qquad g_2=h(|0\rangle\langle1|+|1\rangle\langle0|).
$$

Only the block of $A$ on sites 0 and 1 is needed. The end-site Green function $\mathcal G$ of a half-infinite lead obeys $\mathcal G=1/(E-\mathcal G)$ in units of Ry. With $E=-2\cos q$ and $0<q<\pi$, the retarded solution is $\mathcal G=-e^{iq}$, whose imaginary part is negative. The impurity couples to two leads, so

$$
\frac{1}{E-\varepsilon_d+2e^{iq}}=\frac{1}{-\varepsilon_d+2i\sin q},\qquad
A_{00}=\frac{1}{\pi}\,\frac{2\sin q}{\varepsilon_d^2+4\sin^2q},
$$

where $A_{00}$ is $-1/\pi$ times the imaginary part of the impurity Green function on the left. Since $(E-H)A=0$ and the chain is mirror-symmetric about site 0, $(E-\varepsilon_d)A_{00}=-2A_{01}$.

Choose $E_F=-2\cos(0.4\pi)=-0.618$ Ry, for which $4\sin^2q=4-E_F^2=3.618$. For one spin channel, (6) gives

$$
\Lambda_{11}=\pi p^2A_{00}^2=\frac{0.64\times3.618}{\pi(0.25+3.618)^2}=0.0493,
$$

$$
\frac{\Lambda_{12}}{\Lambda_{11}}=\frac{2h}{p}\frac{A_{01}}{A_{00}}=\frac{2(0.5)}{0.8}\times\frac{0.118}{2}=0.074,
$$

hence $\Lambda_{12}=0.0036$. Site 1 is the end site of a lead attached to the impurity, so its Green function is $\mathcal G+\mathcal G^2\mathcal G_{00}$, where $\mathcal G_{00}$ is the impurity Green function above. Taking $-1/\pi$ times the imaginary part gives $A_{11}=0.152$ Ry$^{-1}$, while $A_{00}=0.157$ Ry$^{-1}$. The remaining element, $\Lambda_{22}=2\pi h^2(A_{01}^2+A_{00}A_{11})$, is $0.0375$ (all in $\hbar/a_0^2$). The off-diagonal element is small because $E_F$ lies close to $\varepsilon_d$. The eigenvalues are $0.0365$ and $0.0503$, both positive.

The approach to the slow limit can be seen by summing (4) over the levels of a 1000-site chain. Both coordinates follow Gaussian pulses of width $\tau$, the second delayed by $\tau$. At $k_BT=0.02$ Ry the sum exceeds the friction energy, computed with (7), by 0.47%, 0.12% and 0.029% for $\tau=5$, 10 and 20 $\hbar$/Ry. Each doubling of $\tau$ reduces the excess about fourfold, as expected from the $\omega^2$ correction for real orbitals and couplings. At $k_BT=0.1$ Ry and $\tau=20\,\hbar$/Ry, the sum exceeds the zero-temperature friction energy by 1.8% but the thermal one by 0.03%.

The first-order step itself can be compared with direct time propagation of the occupied orbitals. For 96 electrons on 240 sites, pulse amplitudes of $0.01\,a_0$ and $\tau=6\,\hbar$/Ry, propagation gives $W=1.331\times10^{-6}$ Ry and the first-order sum $1.321\times10^{-6}$ Ry. The difference is 0.8% of the latter. Terms cubic in the displacement are allowed at this relative size, but their contribution was not separated.

Alternating site energies of $\pm0.5$ Ry open a gap, which is 0.94 Ry when the impurity shift of $-0.5$ Ry is applied to a $+0.5$ Ry site. At half filling and $\tau=20\,\hbar$/Ry, the first-order energy falls to about $10^{-152}$ of its value in the metallic chain with $E_F=-0.618$ Ry. The Gaussian factor at the gap alone is $e^{-(0.942\times20)^2}\approx10^{-154}$, so it accounts for the scale of the suppression. This number describes the first-order term alone, not the total absorbed energy. A product of two Gaussian displacements has a broader spectrum than one, and second-order transition probabilities carry roughly $e^{-\omega^2\tau^2/2}$ instead of $e^{-\omega^2\tau^2}$. For slow pulses across a gap, higher orders therefore dominate even at small amplitude, although the second-order factor also falls faster than any power of $1/\tau$.

## A spherical ion in an electron gas

### Reduction to radial integrals

For an ion at position $\mathbf R$ with a spherical, short-ranged potential $V(|\mathbf r-\mathbf R|)$, displacement along $z$ gives $g_z=-V'(r)\cos\theta$. By isotropy $\Lambda_{ab}=\eta\,\delta_{ab}$.

Write the scattering orbitals as $u_l(r)Y_{lm}/r$, with

$$
u_l\to N\sin\!\left(kr-\tfrac{l\pi}{2}+\delta_l\right),\qquad N^2=\frac{1}{\pi k}.
$$

The value of $N$ normalizes them to $\delta(E-E')$: the radial overlap is $N^2(\pi/2)\delta(k-k')$, and $\delta(k-k')=2k\,\delta(E-E')$ because $E=k^2$. With this normalization the delta functions in (1) are replaced by sums over $l,m$ at $E=E_F$.

The factor $\cos\theta$ connects $l$ to $l\pm1$ and conserves $m$. Its squared elements, summed over $m$, are

$$
\sum_{m=-l}^{l}\frac{(l+1)^2-m^2}{(2l+1)(2l+3)}
=\frac{(l+1)^2-\tfrac13l(l+1)}{2l+3}=\frac{l+1}{3},
$$

where $\sum_mm^2=l(l+1)(2l+1)/3$ was used. Each pair $(l,l+1)$ occurs in two orders. With $s=2$ and $\hbar=1$,

$$
\eta=2\pi\cdot2\sum_l\frac{l+1}{3}M_l^2=\frac{4\pi}{3}\sum_l(l+1)M_l^2,\qquad
M_l=\int_0^\infty dr\,u_lV'u_{l+1}. \tag{8}
$$

### Phase-shift form

Let $h_l=-d^2/dr^2+l(l+1)/r^2+V$ and $D=d/dr-\lambda/r$, with $\lambda=l+1$. Without $V$, both $h_{l+1}Du$ and $Dh_lu$ expand to

$$
-u'''+\frac{\lambda u''}{r}+\frac{\lambda(\lambda-1)u'}{r^2}-\frac{\lambda(\lambda-1)(\lambda+2)u}{r^3}.
$$

The potential adds $VDu-D(Vu)=-V'u$ to their difference. For $w=Du_l$ this means $(h_{l+1}-E)w=-V'u_l$. Multiply by $-u_{l+1}$, integrate, and use the radial equation for $u_{l+1}$ to remove the undifferentiated terms:

$$
M_l=\int_0^\infty dr\,(u_{l+1}w''-u_{l+1}''w)=\big[u_{l+1}w'-u_{l+1}'w\big]_0^\infty .
$$

The lower limit vanishes, since $u_{l+1}\sim r^{l+2}$ while $w$ and $w'$ stay finite. At large $r$ set $\alpha=kr-l\pi/2+\delta_l$ and $\beta=kr-l\pi/2+\delta_{l+1}$. Then $w\to Nk\cos\alpha$ and $u_{l+1}\to-N\cos\beta$, so

$$
M_l=N^2k^2(\cos\beta\sin\alpha-\sin\beta\cos\alpha)=\frac{k_F}{\pi}\sin(\delta_l-\delta_{l+1}). \tag{9}
$$

### Connection with momentum transfer

The scattering amplitude is $F(\theta)=k^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_lP_l(\cos\theta)$. In $\sigma_{tr}=\int d\Omega\,(1-\cos\theta)|F|^2$, the first term gives $\sum_l(2l+1)\sin^2\delta_l=\sum_l(l+1)(\sin^2\delta_l+\sin^2\delta_{l+1})$, times $4\pi/k^2$. The second follows from $\int_{-1}^{1}dx\,xP_lP_{l+1}=2(l+1)/[(2l+1)(2l+3)]$. Together,

$$
\sigma_{tr}=\frac{4\pi}{k^2}\sum_l(l+1)\left|e^{i\delta_l}\sin\delta_l-e^{i\delta_{l+1}}\sin\delta_{l+1}\right|^2
=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}),
$$

because $e^{i\delta}\sin\delta=(e^{2i\delta}-1)/2i$. With the density $n=k_F^3/3\pi^2$, (8) and (9) become

$$
\eta=\frac{4k_F^2}{3\pi}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1})=n\,\hbar k_F\,\sigma_{tr}(k_F). \tag{10}
$$

The same coefficient describes steady motion. In the ion's frame the Fermi sphere is displaced by $q=v/2$, and an electron transfers momentum along its direction of motion at the rate $k\cdot2k\,\sigma_{tr}(k)$ per unit density. With the potential held fixed and $q<k_F$, the drag is

$$
S(v)=\frac{1}{2\pi^2}\int_{k_F-q}^{k_F+q}dk\,k^4\sigma_{tr}(k)(1-c^2),\qquad
c=\frac{k_F^2-k^2-q^2}{2kq}. \tag{11}
$$

Here $c$ is the largest occupied cosine at wave number $k$, with the angle measured from the ion's velocity; smaller $k$ fill complete shells and cancel. For small $q$, $c\simeq-(k-k_F)/q$, the integral of $1-c^2$ is $4q/3$, and $S\to2qk_F^4\sigma_{tr}/3\pi^2=\eta v$.

## Numbers for a unit charge

Take $r_s=2\,a_0$, so that $n=3/(4\pi r_s^3)=0.0298\,a_0^{-3}$ and $k_F=0.960\,a_0^{-1}$. The model potential is $V=-2e^{-\kappa r}/r$. The Friedel sum rule $(2/\pi)\sum_l(2l+1)\delta_l=1$ fixes $\kappa=1.255\,a_0^{-1}$. The Thomas–Fermi value, $1.105\,a_0^{-1}$, would give a screening charge of 1.25 instead of 1. The radial equation was solved by Chebyshev collocation out to $25\,a_0$ for $l\le16$.

- $l=0$: $\delta_0=0.919$, $M_0=0.2142\,a_0^{-1}$, contribution $0.1922$ to $\eta$.
- $l=1$: $\delta_1=0.141$, $M_1=0.0339\,a_0^{-1}$, contribution $0.0096$.
- $l=2$: $\delta_2=0.030$, $M_2=0.0070\,a_0^{-1}$, contribution $0.0006$.

For the first line, (9) gives $M_0=(0.960/\pi)\sin(0.777)=0.214\,a_0^{-1}$, and (8) gives $(4\pi/3)(0.2142)^2=0.192$. The sum is $\eta=0.202\,\hbar/a_0^2$, of which transitions between $s$ and $p$ waves supply 95%. From the momentum-transfer side, $\sigma_{tr}=7.07\,a_0^2$ and $0.02984\times0.9596\times7.070=0.202$.

At $v=0.2\,a_0\,\mathrm{Ry}/\hbar$, a proton has 250 eV of kinetic energy and the stopping force is $\eta v=0.0405$ Ry/$a_0$, or 1.04 eV/Å. Equation (11) lies 0.3% below this linear value, and 2.0% below it at $v=0.5\,a_0\,\mathrm{Ry}/\hbar$. These departures belong to the frozen potential; a change of screening with velocity is not included. In SI units $\eta=7.6\times10^{-15}$ kg/s. If friction were the only force, a proton's velocity would decay by a factor $e$ in $M/\eta\approx220$ fs and its energy in half that time.

The potential is not self-consistent beyond the sum rule, and collisions with other nuclei are absent. The numbers therefore illustrate (10) for this model and are not predictions for a particular metal.
